# Zeros, hole pockets and arcs in the Yang-Rice-Zhang ansatz

## Problem

The Yang-Rice-Zhang ansatz describes the pseudogap state of a hole-doped square lattice by the coherent propagator

$$G(\mathbf k,\omega)=\frac{g_t}{\omega-\xi-\dfrac{\Delta^2}{\omega+\xi_0}} .$$

Wave vectors are in units of $1/a$, with $a$ the lattice constant, energies are measured from the Fermi level, the temperature is zero, and

$$\xi_0=-2t(x)(\cos k_x+\cos k_y),\qquad \Delta=\Delta_0(x)(\cos k_x-\cos k_y),$$

$$\xi=\xi_0-4t'(x)\cos k_x\cos k_y-2t''(x)(\cos 2k_x+\cos 2k_y)-\mu .$$

The chemical potential $\mu$ enters $\xi$ but not $\xi_0$. The doping $x$ is the number of holes per site relative to half filling. The value of $\mu$ is fixed by the Luttinger count, which includes both spins:

$$n_L=2\int\frac{d^2k}{(2\pi)^2}\,\theta\big(G(\mathbf k,0)\big)=1-x. \tag{1}$$

The parameters are taken to depend on doping as follows:

- $g_t=2x/(1+x)$ and $g_s=4/(1+x)^2$;
- $t(x)=g_tt+\tfrac38 g_sJ\chi$ with $J=t/3$;
- $t'(x)=-0.3\,g_tt$ and $t''(x)=0.2\,g_tt$;
- $\Delta_0(x)=0.3\,t(1-x/0.2)$.

The bond amplitude is the zone average $\chi=\langle\sqrt{\cos^2k_x+\cos^2k_y}\rangle/(2\sqrt2)=0.3387$.

(a) Where does $G(\mathbf k,0)$ vanish, and where are the Fermi pockets?

(b) How is the pocket area related to $x$, and which assumptions does the relation need?

(c) Find the quasiparticle weight around a hole pocket and explain why the pocket can look like an arc.

(d) Evaluate the results for $t=0.4$ eV, $a=0.39$ nm and $x=0.10$, and size the main neglected effects.

## Solution

### (a) Zeros and pockets

Divide out $g_t$ and write $g=G/g_t$. Multiplying numerator and denominator by $\omega+\xi_0$ gives

$$g(\mathbf k,\omega)=\frac{\omega+\xi_0}{(\omega-\xi)(\omega+\xi_0)-\Delta^2}
=\big[(\omega-H)^{-1}\big]_{11},\qquad
H=\begin{pmatrix}\xi&\Delta\\ \Delta&-\xi_0\end{pmatrix}. \tag{2}$$

The electron is thus mixed with an auxiliary level at energy $-\xi_0$. When $\Delta\ne0$, $g$ has a zero in frequency at $\omega=-\xi_0$. At the Fermi level,

$$G(\mathbf k,0)=-\frac{g_t\,\xi_0}{D},\qquad D=\xi\xi_0+\Delta^2. \tag{3}$$

The numerator vanishes when $\cos k_x=-\cos k_y$, which in the first zone is

$$|k_x|+|k_y|=\pi. \tag{4}$$

On this diamond $D=\Delta^2$, so $G$ is zero wherever $\Delta\neq0$. The exceptions satisfy $\cos k_x=\cos k_y=0$, the four points $(\pm\pi/2,\pm\pi/2)$. There $\Delta=0$, the auxiliary level decouples, and $G(\omega)=g_t/(\omega-\xi)$ has no zero.

The poles are the eigenvalues $E_\pm$ of $H$, with

$$E_+E_-=-D,\qquad E_++E_-=\xi-\xi_0 .$$

If $D>0$, one pole is occupied and one is empty. If $D<0$, both have the same sign. This requires $\xi\xi_0<0$ and leaves two possibilities:

- inside the diamond, $\xi_0<0$ and $\xi>0$, both poles are empty: a hole pocket;
- outside the diamond, $\xi_0>0$ and $\xi<0$, both poles are occupied: an electron pocket.

The pocket boundary is $D=0$. On the zone diagonal $\Delta=0$, so $D=\xi\xi_0$ and the hole pocket extends from the front node, where $\xi=0$, to the back node $(\pi/2,\pi/2)$, where $\xi_0=0$. It exists there if

$$\xi_b\equiv\xi(\pi/2,\pi/2)=4t''(x)-\mu>0 .$$

To find the shape at the back node, let $p$ be the distance from it towards the zone centre and $q$ the distance along the diamond:

$$k_{x}=\frac\pi2-\frac{p-q}{\sqrt2},\qquad k_y=\frac\pi2-\frac{p+q}{\sqrt2}.$$

To lowest order the sum of the cosines is $\sqrt2\,p$ and their difference is $-\sqrt2\,q$. Hence $\xi_0\simeq-2\sqrt2\,t(x)p$ and $\Delta^2\simeq2\Delta_0^2q^2$. Setting $D=0$ gives

$$p\simeq\frac{\Delta_0^2}{\sqrt2\,t(x)\,\xi_b}\,q^2. \tag{5}$$

The pocket touches the zero line tangentially at the node and curves inward from it.

### (b) The area law

Let $N(\mathbf k)$ be the number of occupied poles per spin. The zero is occupied when $-\xi_0<0$, that is, when $\xi_0>0$. Equation (3) and the signs found above cover all cases:

| Region | $N$ | occupied zeros | sign of $G(\mathbf k,0)$ |
|---|---:|---:|:---:|
| inside, $D>0$ | 1 | 0 | $+$ |
| hole pocket | 0 | 0 | $-$ |
| outside, $D>0$ | 1 | 1 | $-$ |
| electron pocket | 2 | 1 | $+$ |

In every row

$$\theta(G(\mathbf k,0))=N(\mathbf k)-\theta(\xi_0). \tag{6}$$

This integer is a winding number. On the imaginary axis,

$$\operatorname{Im} g^{-1}(i\omega)=\omega\left(1+\frac{\Delta^2}{\omega^2+\xi_0^2}\right),$$

so $g(i\omega)$ crosses the real axis only at $\omega=0$. As $\omega$ runs from $-\infty$ to $\infty$, the phase of $g$ goes from $\pi/2$ to $-\pi/2$ modulo $2\pi$. Its change is $\delta\varphi=-\pi$ if $g(0)>0$ and $+\pi$ if $g(0)<0$.

Now close the contour counterclockwise around the left half-plane. On the large arc $g\simeq1/z$, which adds $-\pi$ to the phase. The argument principle then gives

$$\text{occupied poles}-\text{occupied zeros}=\frac12-\frac{\delta\varphi}{2\pi}=\theta(g(0)).$$

The integer can change only where a pole or a zero crosses the Fermi level, so lines of zeros bound the Luttinger region just as Fermi lines do.

Let $A_h$ and $A_e$ be the fractions of the zone filled by all hole and all electron pockets, and $V_0$ the fraction where $\xi_0>0$. The zone average of $N$ is $1-A_h+A_e$, so (6) gives

$$n_L=2(1-A_h+A_e)-2V_0. \tag{7}$$

The shift $\mathbf k\to\mathbf k+(\pi,\pi)$ maps the zone onto itself and reverses $\xi_0$. Therefore $V_0=1/2$, and condition (1) yields

$$\boxed{2(A_h-A_e)=x.} \tag{8}$$

With no electron pockets and one hole pocket on each half-diagonal, fourfold symmetry gives each pocket the zone fraction $x/8$, or the area

$$\mathcal A=\frac x8\left(\frac{2\pi}{a}\right)^2=\frac{\pi^2x}{2a^2}. \tag{9}$$

Two assumptions carry this law. The first is that the zeros enclose half the zone. If the self-energy denominator is displaced to $\omega+\xi_0-s$, the same table holds with $\xi_0-s$ in place of $\xi_0$, and (7) gives $2(A_h-A_e)=x+1-2V_0$.

The second is condition (1) itself, which differs from counting electrons by spectral weight. Let $n_c$ and $n_f$ be the fillings of the electron and auxiliary components of $H$, with $g_t$ divided out. Each normalized eigenvector has total weight one, so $n_c+n_f=2(1-A_h+A_e)$. Equation (7) with $V_0=1/2$ then gives

$$n_c-n_L=1-n_f. \tag{10}$$

The two counts agree only when the auxiliary level is half filled, which the ansatz does not impose. Nor is $n_c$ the physical density, because the propagator omits the incoherent spectrum that holds the remaining weight $1-g_t$.

The limit $\Delta_0\to0$ shows how (8) joins the ordinary metal. The holes are then the states inside the diamond with $\xi>0$, and the electrons those outside with $\xi<0$. The region $\xi<0$ fills the fraction $\tfrac12-A_h+A_e=(1-x)/2$, the usual large Fermi surface. If the line $\xi=0$ crosses the diamond, as it does for the parameters used here near $x=0.2$, electron pockets must therefore be included when the gap is small.

### (c) The weight and the arc

At a pole, the residue of $G$ is $g_t$ divided by the frequency derivative of $g^{-1}$. On the pocket boundary the pole is at $\omega=0$, so

$$Z=\frac{g_t}{1+\Delta^2/\xi_0^2}.$$

There $\Delta^2=-\xi\xi_0=\xi|\xi_0|$, which gives

$$\boxed{Z=g_t\,\frac{|\xi_0|}{|\xi_0|+\xi}.} \tag{11}$$

At the front node $\xi=0$ and $Z=g_t$. Towards the back node $\xi_0\to0$ and $Z\to0$: the excitation there belongs to the auxiliary level, which an electron probe does not see. With the expansion used for (5),

$$\frac{Z}{g_t}\simeq\frac{|\xi_0|}{\xi_b}\simeq\frac{2\Delta_0^2q^2}{\xi_b^2}. \tag{12}$$

Half the maximum weight is reached where $\xi=|\xi_0|$, and hence $|\Delta|=|\xi_0|$. I take this point as the end of the arc. It is a convention, since (11) varies smoothly and the pocket remains closed.

An image with broadening $\Gamma$ can be modelled by $-\operatorname{Im}G(\mathbf k,i\Gamma)/\pi$. On the boundary the second pole lies at $E_+=\xi+|\xi_0|$. Relative to the front node the intensity is

$$I=\frac{Z}{g_t}+\left(1-\frac{Z}{g_t}\right)\frac{\Gamma^2}{\Gamma^2+(\xi+|\xi_0|)^2}. \tag{13}$$

The second term is a tail, not a Fermi-level peak.

The weight integrated along the boundary has a simple meaning. Put $M=\xi+\Delta^2/\xi_0=-1/g(\mathbf k,0)$. Differentiating the pole condition $E-\xi-\Delta^2/(E+\xi_0)=0$ with respect to $\mathbf k$ at $E=0$ gives

$$\frac{g_t}{Z}\nabla E=\nabla M .$$

For both spins, the zero-energy weight divided by $g_t$ is therefore

$$W=\frac{2}{(2\pi)^2}\oint\frac{Z}{g_t}\frac{dl}{|\nabla E|}
=\frac{2}{(2\pi)^2}\oint\frac{dl}{|\nabla M|}
=\left(\frac{\partial n_L}{\partial\mu}\right)_{x\text{-parameters fixed}}. \tag{14}$$

The last equality holds because $n_L$ counts the region $M<0$, and $M$ contains $\mu$ as $-\mu$. The zero line does not move with $\mu$. The hoppings and the gap are held fixed in this derivative.

### (d) A cuprate-like plane

The chosen $t$ and $a$ are rough values for a cuprate plane. At $x=0.10$, $g_t=0.2/1.1=0.182$ and $g_s=4/1.21=3.31$. The nearest-neighbour hopping is

$$t(x)=0.182(400)+0.375(3.31)(133)(0.339)\simeq129\ \text{meV}.$$

Also $t'(x)=-21.8$ meV, $t''(x)=14.5$ meV and $\Delta_0=60$ meV. Condition (1) gives $\mu=-101.6$ meV, so $\xi_b\simeq58+102\simeq160$ meV is positive, as the pocket requires.

**Area.** Equation (9) gives $\mathcal A=\pi^2(0.10)/[2(0.39)^2]=3.24\ \text{nm}^{-2}$. As a test, $\mu$ was found from the sign of $G$ and the curve $D=0$ was then traced separately. For $x=0.05$, $0.10$ and $0.14$ the four traced pockets give $2A_h=0.04999$, $0.10000$ and $0.14000$.

With these parameter rules, electron pockets appear at $x=0.169$. At $x=0.19$ the hole pockets alone give $2A_h=0.2306$, more than $x$. Subtracting $2A_e=0.0406$ restores $0.1900$.

**Shape and weight.** The front node is at $k_x=k_y=1.261/a$. The pocket width along the diagonal is $\sqrt2(1.571-1.261)/0.39=1.12\ \text{nm}^{-1}$. The weight varies as follows, with the angle measured at the pocket centre from the front direction:

| angle | $Z/g_t$ | intensity $I$, $\Gamma=10$ meV |
|---:|---:|---:|
| 0° | 1.000 | 1.000 |
| 45° | 0.988 | 0.988 |
| 90° | 0.610 | 0.613 |
| 135° | 0.014 | 0.018 |
| 180° | 0 | 0.004 |

The last intensity follows from (13): $10^2/(10^2+160^2)\simeq0.004$.

The arc ends at $(0.618,0.301)\pi/a$ and at its mirror image, $16.4^\circ$ from the diagonal as seen from $(\pi,\pi)$. At this point $|\xi_0|=|\Delta|=\xi=56.9$ meV, as (c) requires. The output below lists the first traced point beyond it, which differs in the last digit of the coordinates and of the arc length. The arc is $4.09\ \text{nm}^{-1}$ long on a perimeter of $8.01\ \text{nm}^{-1}$. It covers 51% of the boundary but carries 86% of the integrated weight. Both the line integral in (14) and the change of traced area with $\mu$ give $W=1.204$ per eV and site.

Lifetime broadening does not cause the disappearance of the back side in this example. The front velocity is $0.140$ eV nm, so $\Gamma=10$ meV gives a momentum half-width of $0.010/0.140=0.071\ \text{nm}^{-1}$, about one sixteenth of the pocket width. The two sides would be separable if they had equal weight.

**Comparison with real cuprates.** Photoemission from underdoped cuprates above the superconducting transition shows arcs near the nodes, the feature the ansatz is meant to describe. The numbers here are model results. An assumption open to doubt is the pinned line of zeros. Particle-hole symmetry would fix it only at half filling and without hopping within a sublattice; neither condition holds here. Displacing it by $s=10$ meV and readjusting $\mu$ gives $V_0=0.4751$ and $2(A_h-A_e)=0.150$, a 50% increase over $x$. Other effects are smaller:

- At 100 K, $k_BT=8.6$ meV, against a pocket top 79.5 meV above the Fermi level (the point on the diagonal where $\xi=-\xi_0$ and the two poles cross; the grid maximum in the output lies slightly below it). With $\mu$ held fixed, the net hole count rises from 0.100 to 0.1035.
- A rough bilayer hopping of 50 meV, reduced by $g_t$ to 9.1 meV and given the form $(\cos k_x-\cos k_y)^2/4$, splits the hole count $2A_h$ into 0.0988 and 0.1012 at fixed $\mu$ when it is added to $\xi$ alone. If it also entered $\xi_0$, it would move the line of zeros, to $V_0=0.484$ and $0.516$ in the two bands, and (8) would fail band by band as in the displaced case above.

The choice of count also matters. The normalized spectral filling is $n_c=0.861$, not $n_L=0.900$, with $n_f=1.039$, in agreement with (10). Read as a doping, $1-n_c=0.139$ exceeds $x$ by 39%. Reading the doping from measured pocket areas through (8) therefore relies on the Luttinger condition, on a line of zeros that encloses half the zone, and on counting the electron pockets where they exist. Superconductivity, charge order and the incoherent spectrum are outside this estimate. The full set of values is in the numerical output below.

## Table of computed values

```
bond amplitude chi = 0.3387
inputs: t = 0.4 eV, a = 0.39 nm, x = 0.10
g_t = 0.1818, g_s = 3.3058
t(x) = 128.7 meV, t'(x) = -21.8 meV, t''(x) = 14.5 meV
gap amplitude D0 = 60.0 meV, mu = -101.6 meV
zero of G(k,0) at kx = 0.45/a: ky = 2.69159/a, sum/pi = 1.000000
doping x | mu (meV) | 2*(4 pockets)/zone | one pocket (nm^-2)
  0.05 |   -78.2 | 0.04999 | 1.622
  0.08 |   -93.5 | 0.08000 | 2.596
  0.10 |  -101.6 | 0.10000 | 3.245
  0.12 |  -109.1 | 0.11999 | 3.893
  0.14 |  -116.9 | 0.14000 | 4.542
electron pockets appear at x = 0.169
x = 0.19: 2A_h = 0.2306, 2A_e = 0.0406, difference = 0.1900
front node: k = 1.2608/a on both axes = 0.4013 pi/a
xi at (pi/2,pi/2) = 159.8 meV
angle from front (deg) | Z/g_t | Z | image at 10 meV, front = 1
    0 | 1.0000 | 0.1818 | 1.0000
   45 | 0.9879 | 0.1796 | 0.9879
   90 | 0.6099 | 0.1109 | 0.6129
  135 | 0.0137 | 0.0025 | 0.0178
  180 | 0.0000 | 0.0000 | 0.0039
arc end (Z = g_t/2): k = (0.619, 0.302) pi/a
arc half-angle seen from (pi,pi) = 16.4 deg
arc length = 4.10 nm^-1, whole perimeter = 8.01 nm^-1
zero-energy weight/g_t: line integral = 1.2044, dn_L/dmu = 1.2044 per eV
share of that weight on the arc = 0.8578
Luttinger count n_L = 0.9000, spectral filling n_c = 0.8609, auxiliary n_f = 1.0391
zeros displaced by 10 meV: V0 = 0.4751, 2(A_h-A_e) = 0.1498
pocket top = 79.3 meV above Fermi level, kT at 100 K = 8.62 meV
net hole count at 100 K, same mu = 0.1035
pocket width on diagonal = 1.124 nm^-1, front velocity = 0.1399 eV nm
lifetime half-width at 10 meV = 0.071 nm^-1
bilayer hopping 9.1 meV (rough): 2A_h = 0.0988 and 0.1012
```
